# Rejection-free kinetic Monte Carlo for ligand exchange, checked on two sites

A surface covered with native ligand A is put into a solution of a new ligand B, and someone must decide when to take it out. If the simulated surface is still gaining B, a longer exposure helps. If it has reached equilibrium, more time is wasted and the solution must be changed instead. The decision rests on the simulation's clock, so a method that produces plausible configurations at wrong times is of no use here.

## The model

Each site is empty (0) or holds A or B. A ligand may adsorb on an empty site, desorb, or be replaced in one step by the other ligand. Solution activities are constant and are absorbed into the rates, and rates depend on the present configuration alone. For a site holding $X$ that becomes $Y$,

$$k(X\to Y)=k_0(X\to Y)\,\exp\Big(\sum_j w_{X,n_j}\Big),$$

where $n_j$ is the occupant of neighbouring site $j$ and $w$ is a pair repulsion in units of $k_{\rm B}T$, zero if either site is empty. Repulsion thus speeds the departure of the ligand already present and leaves adsorption unchanged. This is a modelling choice: other placements of the interaction give the same equilibrium with different kinetics, provided they leave the ratio of each forward rate to its reverse unchanged.

The example uses round parameters for no particular material. Adsorption rates are 1 and 2 s$^{-1}$ for A and B, desorption rates 0.5 and 0.25 s$^{-1}$, and the exchange A→B has rate 0.8 s$^{-1}$. The repulsions are $w_{AA}=0.5$, $w_{AB}=0.2$ and $w_{BB}=1.0$.

The reverse exchange rate is not free. Define $z_X=k_{{\rm ads},X}/k_{{\rm des},X}$ and $z_0=1$, so that $z_A=2$ and $z_B=8$. For two neighbouring sites, try the equilibrium distribution

$$\pi(X,Y)=\frac{z_Xz_Ye^{-w_{XY}}}{Z}.$$

Beside a neighbour $Y$, the adsorption flux of $X$ is $z_Yk_{{\rm ads},X}/Z$. In the desorption flux the factors $e^{-w}$ and $e^{+w}$ cancel, leaving $z_Xz_Yk_{{\rm des},X}/Z$, which is the same number by the definition of $z_X$. The same cancellation makes the two exchange fluxes $z_Az_Yk_0(A\to B)/Z$ and $z_Bz_Yk_0(B\to A)/Z$. They balance if

$$\frac{k_0(B\to A)}{k_0(A\to B)}=\frac{z_A}{z_B}=\frac{2}{8},$$

so the reverse rate is 0.2 s$^{-1}$. Any other value would drive a steady circulation through adsorption, exchange and desorption, which these fixed activities cannot sustain if the solution is itself in equilibrium.

## What goes wrong with a fixed time step

Let $k_m$ be the rates of the events possible in the current configuration and $R=\sum_mk_m$. The naive scheme advances time by $\Delta t$, performs event $m$ with probability $k_m\Delta t$, and does nothing with probability $1-R\Delta t$. It requires $R\Delta t\le1$.

Its first fault is waste. From AA the total rate is 4.287 s$^{-1}$. Choosing $R\Delta t=0.01$ means that 99 of 100 steps from this configuration do nothing.

Its second fault is a distorted clock. With $p=R\Delta t$, the number of steps up to and including the first event is geometric, with mean $1/p$ and variance $(1-p)/p^2$. Multiplying by $\Delta t$ and $\Delta t^2$ respectively gives

$$\langle t\rangle=\frac1R,\qquad \operatorname{Var}t=\frac{1-R\Delta t}{R^2}=\frac1{R^2}-\frac{\Delta t}{R}.$$

The mean is right for every permitted step, but the spread is too small. A check of mean waiting times would therefore miss the error.

Both faults have one cure. Given that a step contains an event, the probability that it is event $m$ is

$$\frac{k_m\Delta t}{R\Delta t}=\frac{k_m}{R},$$

independent of $\Delta t$ and of how many empty steps came before. The empty steps need not be simulated; their total duration is needed. As $\Delta t\to0$, the probability $S(t)$ that nothing has happened obeys

$$S(t+dt)=S(t)(1-R\,dt)\;\Rightarrow\;\frac{dS}{dt}=-RS\;\Rightarrow\;S(t)=e^{-Rt},$$

since $S(0)=1$. The joint density for the first event to be $m$ and to occur at $t$ is survival times rate:

$$f(m,t)=e^{-Rt}k_m=\frac{k_m}{R}\;Re^{-Rt}.$$

The product form shows that event and waiting time are independent. A slow event is rarely first, but when it is first its mean wait is $1/R$, not $1/k_m$: it had to happen before its faster competitors did.

## The algorithm

Store three entries per site, one for each possible new occupant, with rate zero for the present occupant. Then repeat:

1. Form the cumulative sums $C_m=k_1+\dots+k_m$ with $C_0=0$; the last one is $R$.
2. Draw $u$ uniformly from $[0,1)$ and select the first $m$ with $C_m>uR$.
3. Draw an independent $v$ from $[0,1)$ and set $t_{\rm wait}=-\ln(1-v)/R$.
4. If the wait crosses an observation time, record the old configuration there.
5. Advance the clock, change the selected site, and recompute the rates of that site and its neighbours.

Step 2 selects $m$ when $uR$ lies in $[C_{m-1},C_m)$, an interval of length $k_m$, so the probability is $k_m/R$. The strict inequality prevents selection of a zero-rate entry, even at $u=0$. Step 3 is correct because $t_{\rm wait}>t$ means $1-v<e^{-Rt}$, which has probability $e^{-Rt}$. Using $1-v$ avoids the logarithm of zero.

Step 4 matters because the configuration is constant between events. Recording the new configuration would report a change before it occurred.

With a bounded number of neighbours, step 5 costs the same on any lattice size. Rebuilding the cumulative sums still costs a time proportional to the number of sites. Rejection-free means that every draw produces an event, not that an event has constant cost.

## From trajectories to the master equation

For two sites there are nine ordered configurations. Let $Q_{ij}$ be the rate from $i$ to $j\ne i$, let $R_i=\sum_{j\ne i}Q_{ij}$, and set $Q_{ii}=-R_i$. Let $P_{ij}(t)$ be the probability that the algorithm, started in $i$, is in $j$ at time $t$. Either no event has occurred, or the first one led to some $k$ at time $s$:

$$P_{ij}(t)=\delta_{ij}e^{-R_it}+\int_0^t ds\,e^{-R_is}\sum_{k\ne i}Q_{ik}P_{kj}(t-s).$$

Substitute $r=t-s$ and multiply by $e^{R_it}$:

$$e^{R_it}P_{ij}(t)=\delta_{ij}+\int_0^t dr\,e^{R_ir}\sum_{k\ne i}Q_{ik}P_{kj}(r).$$

Differentiate and divide by $e^{R_it}$:

$$R_iP_{ij}+\frac{dP_{ij}}{dt}=\sum_{k\ne i}Q_{ik}P_{kj}
\;\Rightarrow\;\frac{dP}{dt}=QP.$$

With $P(0)=1$ the solution is $P=e^{Qt}$. It commutes with $Q$, so a row vector of probabilities $p(t)=p(0)P(t)$ obeys the master equation $dp/dt=pQ$. No time step remains. What separates a finite set of trajectories from this equation is sampling error, apart from floating-point rounding and the finite quality of the random numbers.

## Solving the pair

Detailed balance, $\pi_iQ_{ij}=\pi_jQ_{ji}$, turns $Q$ into a symmetric matrix:

$$H_{ij}=\sqrt{\frac{\pi_i}{\pi_j}}\,Q_{ij}=\frac{\pi_iQ_{ij}}{\sqrt{\pi_i\pi_j}}=H_{ji}.$$

In matrix form $H=DQD^{-1}$ with $D=\operatorname{diag}(\sqrt{\pi_i})$, hence $e^{Qt}=D^{-1}e^{Ht}D$. If the orthonormal eigenvectors of $H$ are the columns of $U$ and its eigenvalues are $-\lambda_k$,

$$P_{ij}(t)=\sqrt{\frac{\pi_j}{\pi_i}}\sum_kU_{ik}U_{jk}e^{-\lambda_kt}.$$

This is an exact finite sum; its eigenvalues are computed numerically. It was tested against direct matrix exponentials.

Without repulsion the eigenvalues follow by hand. The exit rates of one site are $r_0=1+2=3$, $r_A=0.5+0.8=1.3$ and $r_B=0.25+0.2=0.45$ s$^{-1}$. One decay rate is zero, because probability is conserved. The others solve $\lambda^2-S\lambda+M=0$, where $S$ is the trace of minus the one-site generator and $M$ is the sum of its principal two-by-two minors:

$$S=3+1.3+0.45=4.75\ {\rm s^{-1}},$$

$$\begin{aligned}M&=(3\cdot1.3-1\cdot0.5)+(3\cdot0.45-2\cdot0.25)\\&\quad+(1.3\cdot0.45-0.8\cdot0.2)=4.675\ {\rm s^{-2}}.\end{aligned}$$

Thus $\lambda=(S\pm\sqrt{S^2-4M})/2=1.392$ and 3.358 s$^{-1}$. For independent sites the pair generator is $q\otimes1+1\otimes q$, with $q$ the one-site generator. The two terms commute, so pair decay rates are sums of one-site rates, and the slowest nonzero one is 1.392 s$^{-1}$.

With repulsion the slowest rate is 1.653 s$^{-1}$. Its mode changes sign when the two sites are exchanged, so its eigenvector vanishes on AA and BB and it does not appear in a run started from AA. Such a run approaches equilibrium at the slowest symmetric rate, 2.338 s$^{-1}$. Without repulsion the slowest symmetric and antisymmetric modes share the rate 1.392 s$^{-1}$, so both have moved upwards. The direction of this shift can be derived. Write $W_i=Z\pi_i$ and $F_{ij}=W_iQ_{ij}$. The variational principle for the symmetric matrix $-H$ gives

$$\lambda_1=\min_y\frac{\tfrac12\sum_{ij}F_{ij}(y_i-y_j)^2}{\min_c\sum_iW_i(y_i-c)^2},$$

where $y$ is any non-constant function of the configuration, and the minimum over $c$ removes the equilibrium component. The flux calculation above showed that $F_{ij}$ does not depend on $w$. Positive repulsions lower some $W_i$ and raise none, so the denominator cannot grow and $\lambda_1$ cannot fall. The same holds when $y$ is restricted to functions symmetric in the two sites, which is the case that governs a start from AA. For this pair repulsion therefore never slows the final approach to equilibrium. The argument fails if the repulsion also hinders adsorption, because $F_{ij}$ then changes. It also fails on larger lattices, where $F_{ij}$ keeps the factors $e^{-w}$ of all bonds that do not touch the changing site.

## Checking selection and waiting times separately

From AB all four possible events involve a ligand with the same repulsion, so

$$R=(0.5+0.8+0.25+0.2)e^{0.2}=2.137\ {\rm s^{-1}},\qquad \frac1R=0.468\ {\rm s}.$$

The common factor cancels from the selection probabilities. Exchange A→B should be chosen with probability $0.8/1.75=0.457$; in 100,000 draws its frequency was 0.457. The least likely event, B→A, has probability 0.114 and frequency 0.115.

The B→A rate is 0.244 s$^{-1}$, whose reciprocal is about 4.1 s. Yet the mean wait before the draws that selected it was 0.466 s, in agreement with $1/R$. Frequencies and conditional mean waits were tested for all four events, and the whole set of waits was tested against the exponential distribution. Equal conditional means alone do not prove independence; that follows from the factorized density and the use of separate random numbers.

## Does the surface need more time?

Starting from AA, the probability that both sites hold B develops as follows:

| Time | Exact | Simulation |
|---|---:|---:|
| 0.5 s | 0.136 | 0.136 |
| 2 s | 0.314 | 0.314 |
| Equilibrium | 0.322 | – |

Each simulated value uses 20,000 trajectories. The equilibrium entry follows from

$$Z=1+2(2)+2(8)+4e^{-0.5}+2(16)e^{-0.2}+64e^{-1}=73.17,$$

and $\pi_{BB}=64e^{-1}/73.17=0.322$.

Not every entry agrees this closely. At 0.5 s the configurations with one B and one empty site have exact probability 0.115 and simulated frequency 0.110. The standard error is $\sqrt{0.115(1-0.115)/20000}=0.0023$, so the difference is about 2.3 standard errors. One such deviation among several comparisons is not strong evidence of a fault. The joint test over all nine ordered configurations accepted both observation times; its limit, $p>10^{-5}$, is lenient and would catch only gross errors.

For the practical decision, stopping at 0.5 s is too early: BB has reached less than half its equilibrium probability. At 2 s it is within about 2% of equilibrium, relative to the equilibrium value. Waiting longer will not produce a fully exchanged surface. Raising the activity of B will, within this model, where it scales the adsorption rate of B and the A→B exchange rate together so that detailed balance is kept: $z_B$ grows in proportion, the BB weight grows as $z_B^2$, every other weight grows at most as $z_B$, and hence $\pi_{BB}\to1$.

## Can the random wait be replaced by its mean?

Since $1/R$ is the mean wait, it is tempting to add $1/R$ at each event and save a random number. The time to reach BB for the first time shows what this preserves and what it destroys.

Let $T_i$ be that time from configuration $i$, with mean $\tau_i$ and second moment $m_i$. Sums over $j$ below run over the configurations other than $i$ and BB. After the first wait, the process restarts from its new configuration:

$$\tau_i=\frac1{R_i}+\sum_j\frac{Q_{ij}}{R_i}\tau_j
\;\Rightarrow\;-Q_T\tau=\mathbf 1,$$

where $Q_T$ is $Q$ without the row and column of BB. An exponential wait has second moment $2/R_i^2$, and it is independent of the destination, so

$$m_i=\frac2{R_i^2}+\frac2{R_i}\sum_j\frac{Q_{ij}}{R_i}\tau_j+\sum_j\frac{Q_{ij}}{R_i}m_j.$$

By the equation for $\tau_i$, the first two terms add to $2\tau_i/R_i$. Multiplication by $R_i$ then gives $-Q_Tm=2\tau$. From AA the mean is 1.352 s and the standard deviation $\sqrt{m-\tau^2}$ is 1.063 s. The simulation gave 1.357 s and 1.054 s.

Now fix the sequence of visited configurations and let $C=\sum1/R$ along it. Given the sequence, the true time has mean $C$ and variance $\sum1/R^2$, because the waits are independent. Averaging over sequences,

$$\langle T\rangle=\langle C\rangle,\qquad
\operatorname{Var}T=\operatorname{Var}C+\Big\langle\sum\frac1{R^2}\Big\rangle.$$

The mean-wait clock therefore has the correct mean and too small a spread, here 0.809 s instead of 1.063 s. As an estimator of the mean this is an advantage: it needs $(0.809/1.063)^2\approx0.58$ times as many trajectories for the same standard error.

As a clock for transients it fails. The mean wait in AA is 0.233 s, so at 0.1 s every mean-wait trajectory would still be in AA. The exact probability is 0.659. This is the fault of the fixed step in its extreme form: setting $\Delta t=1/R$ in the earlier variance formula gives zero spread.

## Equilibrium averages need time weights

A long trajectory offers another trap: averaging the coverage over the list of visited configurations. Let $\nu_i$ be the fraction of visits made to $i$. It must reproduce itself under one jump, and $\nu_i\propto\pi_iR_i$ does so:

$$\sum_{i\ne j}\pi_iR_i\frac{Q_{ij}}{R_i}=\sum_{i\ne j}\pi_iQ_{ij}=\pi_jR_j,$$

where the last equality is $\pi Q=0$. Short-lived configurations are overcounted by their exit rates. For the B coverage $\theta$ the resulting bias is

$$\frac{\langle R\theta\rangle_\pi}{\langle R\rangle_\pi}-\langle\theta\rangle_\pi
=\frac{\operatorname{Cov}_\pi(R,\theta)}{\langle R\rangle_\pi}.$$

The exact time-weighted coverage is 0.610 and the visit-weighted one 0.559, an underestimate of about 8% relative to the former. The negative sign means that B-rich configurations tend to have lower exit rates here. The simulation gave $0.607\pm0.002$ and $0.558\pm0.001$ respectively, with standard errors estimated from blocks of the trajectory. Weighting each visit by its actual wait, or by $1/R$, removes the bias in the long-run average.

## What two sites cannot reveal

On a pair, each site is the other's neighbour, so refreshing the changed site and its neighbours refreshes everything. An update that missed a neighbour on a larger lattice would go unnoticed. A ring of 12 sites closes this gap: after each of 2000 events, the locally updated rates were tested against a complete rebuild. The rebuild uses the same neighbour lists, so it tests the updating and not the lists themselves.

The ring also has an exact equilibrium. Its weight is a product of $z_X$ over sites and $e^{-w}$ over bonds. Sharing each $z_X$ equally between the site's two bonds gives

$$T_{XY}=\sqrt{z_Xz_Y}\,e^{-w_{XY}},\qquad
\theta_B=\frac{(T^{12})_{BB}}{\operatorname{Tr}T^{12}}.$$

The trace sums over all configurations, and the BB element keeps those with B at one chosen site. The result is 0.524, against a simulated $0.526\pm0.001$. Without repulsion the pair and the ring would both have coverage $8/(1+2+8)=0.727$, so the difference between 0.610 and 0.524 comes from the interactions. Two-site coverages should not be carried over to an extended surface.

The waiting-time formula also assumes that $R$ stays constant between events. If the solution activities change by a prescribed schedule, survival becomes $\exp[-\int_0^tR(s)\,ds]$. The wait must then solve $\int_0^tR(s)\,ds=-\ln(1-v)$, and the event must be selected with the rates at that time. If adsorption itself depletes a small solution volume that stays well mixed, the numbers of dissolved ligands belong in the configuration; rates are then again constant between events, and the original algorithm applies. The numerical output below gives the remaining configuration probabilities and event statistics.

## Computed results

```
Adsorption rates A, B: 1.000, 2.000 s^-1
Desorption rates A, B: 0.500, 0.250 s^-1
Exchange rates A->B, B->A: 0.800, 0.200 s^-1
Repulsions AA, AB, BB: 0.50, 0.20, 1.00 kT
Ratios z_A, z_B: 2.000, 8.000 (dimensionless)
Pair partition sum Z: 73.16979 (dimensionless)
Single-site S: 4.75000 s^-1; M: 4.67500 s^-2
Single-site nonzero decay rates: 1.39234, 3.35766 s^-1
Slowest, fastest interacting-pair decay: 1.65327, 6.79711 s^-1
AB: total rate 2.13745 s^-1; exact mean wait 0.46785 s
AB: KMC mean wait 0.46697 s; draws 100000
AB, A desorbs: rate 0.61070 s^-1; probability exact 0.28571, KMC 0.28399; conditional wait 0.46366 s
AB, A -> B: rate 0.97712 s^-1; probability exact 0.45714, KMC 0.45691; conditional wait 0.46892 s
AB, B desorbs: rate 0.30535 s^-1; probability exact 0.14286, KMC 0.14419; conditional wait 0.46773 s
AB, B -> A: rate 0.24428 s^-1; probability exact 0.11429, KMC 0.11491; conditional wait 0.46644 s
Transient and passage trajectories: 20000 each
Pair probabilities (dimensionless); mixed states include both orders:
00: 0.5 s exact 0.01470, KMC 0.01420; 2 s exact 0.01380, KMC 0.01340; equilibrium 0.01367
0A: 0.5 s exact 0.13897, KMC 0.14315; 2 s exact 0.05725, KMC 0.05895; equilibrium 0.05467
0B: 0.5 s exact 0.11472, KMC 0.10960; 2 s exact 0.21532, KMC 0.21480; equilibrium 0.21867
AA: 0.5 s exact 0.16555, KMC 0.17035; 2 s exact 0.03530, KMC 0.03670; equilibrium 0.03316
AB: 0.5 s exact 0.43047, KMC 0.42690; 2 s exact 0.36393, KMC 0.36245; equilibrium 0.35806
BB: 0.5 s exact 0.13558, KMC 0.13580; 2 s exact 0.31441, KMC 0.31370; equilibrium 0.32178
AA: total rate 4.28668 s^-1; mean wait 0.23328 s
AA probability at 0.1 s, exact: 0.65922
AA->BB mean time, exact: 1.35243 s
AA->BB mean, KMC random clock: 1.35732 s
AA->BB mean, KMC mean-wait clock: 1.35513 s
Random-clock spread: exact 1.06319, KMC 1.05422 s
Mean-wait-clock spread: exact 0.80902, KMC 0.80429 s
Pair B coverage, time-weighted: exact 0.61014, KMC 0.60722 +/- 0.00152
Pair B coverage, visit-weighted: exact 0.55929, KMC 0.55770 +/- 0.00130
Ring: 12 sites; 2000 local updates checked
Ring B coverage: exact 0.52422, KMC 0.52614 +/- 0.00131
```
